\section*{A Short-Circuited Ferroelectric Can Still Carry an Internal Field}

\section{The field to put in at zero bias}

Suppose we want to calculate whether a thin ferroelectric film keeps its polarization while its capacitor sits unpowered, with the two electrodes joined by a wire. The calculation needs a value for the electric field in the film. One choice is to set it to zero, because the voltage is zero. The other is to work it out from the whole stack, electrodes included. For the 10 nm film treated below, the first choice gives no field and the second, with the polarization held at its assumed value, gives about 2 MV/cm, directed against the polarization.

The belief behind the first choice is this: a short circuit holds both electrodes at the same potential, the field is voltage divided by thickness, and so the field vanishes. The argument has real support. If the electrodes have equal work functions, it is correct for a ferroelectric between ideal metal plates in direct contact with it. It is then also correct for an ordinary linear dielectric, even with electrodes that screen imperfectly, as the result below will confirm. What fails is the combination of a polarization that persists without a field and plates that are not ideal or not in direct contact with the film.

\section{What a short circuit fixes}

Let $z$ run across the stack: left electrode, film of thickness $d$, a thin non-ferroelectric ``dead'' layer of thickness $t$, right electrode. A wire lets electrons flow until their electrochemical potential is the same in both electrodes. Deep inside electrode $i$ this quantity is $-W_i-e\phi_i$, where $W_i$ is the work function, $e>0$ the elementary charge and $\phi_i$ the electrostatic potential counted without the step at the electrode's own surface dipole, which $W_i$ already contains; changes of these dipoles at the interfaces are neglected. Equality gives
\begin{equation}
U\equiv\phi_L-\phi_R=\frac{W_R-W_L}{e}.
\end{equation}
An applied voltage $V$, counted positive when the left electrode is the positive one, adds to this: $U=V+(W_R-W_L)/e$. For equal work functions and a short circuit, $U=0$. Since the field is $-d\phi/dz$,
\begin{equation}
\int E\,dz=U=0,
\end{equation}
with the integral running from deep inside one electrode to deep inside the other. This is a statement about a sum. It gives zero field in the film if the film is the one place where the potential can change. If the potential also changes elsewhere, the separate drops may be nonzero and cancel.

\section{The drops, one by one}

Take the switchable polarization $P$ as uniform, fixed and positive toward the right electrode. The rest of the film's response is linear, with relative permittivity $\varepsilon_b$. The displacement in the film is then
\begin{equation}
D=P+\varepsilon_0\varepsilon_b E .
\label{eq:D}
\end{equation}
With no free or trapped charge between the electrodes, $dD/dz=0$ there, so the dead layer has the same $D=\varepsilon_0\varepsilon_d E_d$. Counting each drop as left potential minus right potential, the film contributes $Ed$ and the dead layer
\begin{equation}
E_d t=\frac{D\,t}{\varepsilon_0\varepsilon_d}.
\end{equation}

A real electrode needs a finite depth to hold its screening charge. Where the potential is raised by $\delta\phi$ above its bulk value, electrons gather. For a density of states $g$ per volume and energy at the Fermi level, the charge density is, to first order, $\rho=-e^2g\,\delta\phi$. With $\lambda^2=\varepsilon_0\varepsilon_e/(e^2g)$, where $\varepsilon_e$ is the electrode's background permittivity, this reads $\rho=-\varepsilon_0\varepsilon_e\,\delta\phi/\lambda^2$. Poisson's equation, $-\varepsilon_0\varepsilon_e\,\delta\phi''=\rho$, becomes
\begin{equation}
\delta\phi''=\frac{\delta\phi}{\lambda^2}.
\end{equation}

In the left electrode, which occupies $z<0$ and is much thicker than $\lambda_L$, the solution that dies out in the bulk is $\delta\phi=A\,e^{z/\lambda_L}$. The displacement at its surface is $-\varepsilon_0\varepsilon_L\delta\phi'(0)=-\varepsilon_0\varepsilon_L A/\lambda_L$. This must equal $D$, so $A=-D\lambda_L/(\varepsilon_0\varepsilon_L)$. The drop from bulk to surface is $0-A$:
\begin{equation}
\phi(-\infty)-\phi(0)=\frac{D\lambda_L}{\varepsilon_0\varepsilon_L}.
\end{equation}
In the right electrode, with $x$ the depth below its surface, $\delta\phi=B\,e^{-x/\lambda_R}$. Matching $D=\varepsilon_0\varepsilon_R B/\lambda_R$ gives $B=D\lambda_R/(\varepsilon_0\varepsilon_R)$, and the drop from surface to bulk is $B-0=B$. The two electrodes carry opposite charges, but the field points the same way in both, so their drops have the same sign and add.

\section{The field in the film}

Collect the three lengths that multiply $D/\varepsilon_0$:
\begin{equation}
S=\frac{\lambda_L}{\varepsilon_L}+\frac{\lambda_R}{\varepsilon_R}+\frac{t}{\varepsilon_d}.
\end{equation}
The sum of all drops is $Ed+DS/\varepsilon_0=U$. Inserting Eq.~(\ref{eq:D}) for $D$,
\begin{align}
Ed+\frac{PS}{\varepsilon_0}+\varepsilon_b S\,E&=U,\\
E\,(d+\varepsilon_b S)&=U-\frac{PS}{\varepsilon_0},\\
E&=\frac{U-PS/\varepsilon_0}{d+\varepsilon_b S}.
\label{eq:general}
\end{align}
For a short circuit between electrodes of equal work function,
\begin{equation}
E=-\frac{PS}{\varepsilon_0(d+\varepsilon_b S)}.
\label{eq:short}
\end{equation}
The minus sign says that the field opposes the polarization; it is a depolarizing field. Every term in $S$ is positive, so within this model the field vanishes only if $P=0$ or $S=0$. These are the two situations that make the belief attractive. A linear dielectric has $P=0$: all its drops then have the same sign, and they can add to zero only if each is zero. Ideal plates in direct contact have $S=0$.

The opposite limit is $S\to\infty$, where the surroundings cannot screen. Then $d$ is negligible beside $\varepsilon_b S$, and
\begin{equation}
E\to E_{\rm open}=-\frac{P}{\varepsilon_0\varepsilon_b},
\end{equation}
which is Eq.~(\ref{eq:D}) with $D=0$. Dividing Eq.~(\ref{eq:short}) by this value shows how much of the unscreened field survives the short circuit:
\begin{equation}
\frac{E}{E_{\rm open}}=\frac{\varepsilon_b S}{d+\varepsilon_b S}.
\end{equation}
The length to compare with the film thickness is therefore $\varepsilon_b S$, not $S$. A higher background permittivity lowers both the unscreened field and the short-circuit field, but it lowers the second by a smaller factor, so a larger fraction survives.

\section{A 10 nm film}

Take round model parameters: $d=10$ nm, $P=0.20$ C/m$^2$, $\varepsilon_b=30$, two equal electrodes with $\lambda=0.05$ nm and $\varepsilon_e=1$, and a dead layer with $t=0.5$ nm and $\varepsilon_d=20$. Then
\begin{equation}
S=0.050+0.050+\frac{0.5}{20}=0.125\ \text{nm},\qquad
d+\varepsilon_b S=10+3.75=13.75\ \text{nm}.
\end{equation}
With $P/\varepsilon_0=22.588$ V/nm,
\begin{equation}
E=-\frac{22.588\times0.125}{13.75}\ \text{V/nm}=-0.205\ \text{V/nm}=-2.05\ \text{MV/cm}.
\end{equation}
This is 27\% of the unscreened field, $-0.753$ V/nm. A finite-element solution of Poisson's equation through all four layers, which does not use the drops derived above, gives the same field.

The displacement is $D=0.1455$ C/m$^2$, and the drops from left to right are
\begin{equation}
0.821-2.053+0.411+0.821=0\ \text{V},
\end{equation}
within the rounding of the last digit. A voltmeter across the terminals reads zero while the film has 2 V across it. Each electrode takes twice the drop of the dead layer, although the dead layer is ten times thicker than the screening length, because each length is divided by its own permittivity.

It may seem odd that so large a field remains when the electrodes supply screening charge freely. The film's total polarization is $P+\varepsilon_0(\varepsilon_b-1)E$, which by Eq.~(\ref{eq:D}) equals $D-\varepsilon_0E$. The electrode charge per area is $D$, so it misses the bound charge by $\varepsilon_0|E|=0.20\times0.2053/22.588=0.0018$ C/m$^2$, about 1\% of $P$. The compensation is nearly complete in charge, yet the small remainder is enough to produce 2 MV/cm.

A short circuit between these equal electrodes does not remove the field, but a voltage can. Setting $E=0$ in Eq.~(\ref{eq:general}) requires
\begin{equation}
U=\frac{PS}{\varepsilon_0}=22.588\times0.125\ \text{V}=2.82\ \text{V}.
\end{equation}
With equal work functions this must be applied from outside, with the left electrode positive. In this capacitor, zero field and zero voltage are different conditions, 2.82 V apart.

\section{Thicker films}

One might hope that a thick film restores the simple picture. For $d\gg\varepsilon_b S$, Eq.~(\ref{eq:short}) becomes $E\approx-PS/(\varepsilon_0 d)$, so the field does fade as $1/d$. The voltage across the film behaves differently:
\begin{equation}
Ed=-\frac{PS}{\varepsilon_0}\,\frac{d}{d+\varepsilon_b S}\;\longrightarrow\;-\frac{PS}{\varepsilon_0}.
\end{equation}
It grows in size toward 2.82 V. From 5 nm to 100 nm the field falls from $-0.323$ to $-0.027$ V/nm, while the film's drop goes from $-1.61$ to $-2.72$ V. Setting $E=0$ thus becomes a good approximation for the field in a thick enough film, but never for the voltage across it. How thick depends on the field that matters: by Eq.~(\ref{eq:short}), $|E|$ falls below a coercive field $E_c$ only for $d>PS/(\varepsilon_0E_c)-\varepsilon_bS$, about 280 nm for $E_c=100$ kV/cm, and at 100 nm it is still 270 kV/cm. The reason is that $D$ approaches $P$ as the field fades, so the electrodes and the dead layer take their largest drops, and the film must balance them.

\section{Unequal electrodes}

With different work functions, even the statement that the drops add to zero needs correcting: they add to $U=(W_R-W_L)/e$. Let $U=0.5$ V, with all else unchanged. The two polarization states then have
\begin{align}
+P:\quad E&=\frac{0.5-2.8235}{13.75}\ \text{V/nm}=-0.169\ \text{V/nm},\\
-P:\quad E&=\frac{0.5+2.8235}{13.75}\ \text{V/nm}=+0.242\ \text{V/nm}.
\end{align}
Both fields oppose their polarization, but the second is larger by more than 40\%, so the two stored states are not equivalent. If $U$ happened to equal $PS/\varepsilon_0$, the short-circuited film would be free of field in the $+P$ state. Reversing $P$ would then give $E=2PS/[\varepsilon_0(d+\varepsilon_b S)]$, twice the size found for equal electrodes. A contact potential can protect one state, at the expense of the other.

\section{How far the result can be trusted}

The electrodes were treated to first order in $\delta\phi$, although their drops are 0.8 V. To judge this, take a free-electron gas with the same $\lambda$; its Fermi energy is $E_F=10.5$ eV. With $u=e\,\delta\phi/E_F$ its density is proportional to $(1+u)^{3/2}$, and Poisson's equation reads
\begin{equation}
u''=\frac{2}{3\lambda^2}\left[(1+u)^{3/2}-1\right]\approx\frac{1}{\lambda^2}\left(u+\frac{u^2}{4}\right).
\end{equation}
Multiplying by $u'$ and integrating from the bulk, where $u=u'=0$, gives
\begin{equation}
\lambda^2u'^2=u^2+\frac{u^3}{6},\qquad
\lambda|u'|\approx|u|\left(1+\frac{u}{12}\right).
\end{equation}
Let $s=\lambda|u'|$ at the surface, which is the linear estimate of $|u|$ there. Solving to second order in $s$, $|u|\approx s(1-s/12)$ where electrons accumulate ($u>0$) and $|u|\approx s(1+s/12)$ where they are depleted ($u<0$). Here $s=0.8214/10.53=0.078$, so each drop shifts by about 0.65\%, in opposite directions. Direct integration of the full nonlinear equation gives 0.827 V for the depleted left electrode and 0.816 V for the accumulated right one, against 0.821 V from the linear formula. Because the two electrodes are alike here, the shifts nearly cancel in the sum, and the film field changes by only 0.01\%; with unlike electrodes the cancellation is in general less complete. The margin also depends strongly on $\lambda$: for a free-electron gas $E_F\propto\lambda^{-4}$, so $\lambda=0.10$ nm gives $E_F=0.66$ eV, less than the linear drop of 1.35 V in each of two such electrodes, and the linear formula can then no longer be relied on.

This checks the linearization for $\lambda=0.05$ nm, not the Thomas--Fermi picture itself. A screening length of 0.05 nm is shorter than the distance between atoms, so for a real interface $\lambda/\varepsilon_e$ is best read as an effective length that stands for the whole interface response. Such a length has to be found for each interface; it need not be near 0.05 nm and is not bound to be positive, so the size and sign of the field found here belong to the assumed $S$.

The other conditions concern the layers between the electrodes. In the example the dead layer carries 0.41 V over 0.5 nm, about 8 MV/cm, a field at which a real layer may leak and let charge collect at its boundary with the film. Charge trapped at that boundary would make $D$ differ between the film and the dead layer, and the sum of drops would acquire a further term. A film that splits into domains is no longer one-dimensional. The polarization was also held fixed, whereas a real one responds to an opposing field of this size; if it shrinks but stays uniform, Eq.~(\ref{eq:short}) still holds with the reduced $P$. It may also be lost: the 2 MV/cm found above belongs to the assumed $P$, and since the field of Eq.~(\ref{eq:short}) falls in proportion to $P$, a coercive field below 2 MV/cm does not by itself decide the outcome. The uniform polarization may settle at a smaller value, vanish, or break into domains; with unequal electrodes the less favoured state may instead reverse. In a retention calculation, then, $P$ and $E$ have to be found together, with $U$ as the quantity that the wire fixes. The values used here are listed in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Film thickness d = 10.0 nm
Polarization P = 0.20 C/m^2
Film background permittivity eps_b = 30
Electrode screening length = 0.05 nm
Electrode permittivity = 1
Dead layer thickness = 0.5 nm
Dead layer permittivity = 20
One electrode's part of S = 0.050 nm
Dead layer's part of S = 0.025 nm
S = 0.125 nm
eps_b*S = 3.750 nm
d + eps_b*S = 13.750 nm
P/eps0 = 22.588 V/nm
Short-circuit film field E = -0.2053 V/nm
Same field = -2.053 MV/cm
Film field from Poisson solver = -0.2053 V/nm
Displacement D = 0.1455 C/m^2
D/P = 0.7273
Drop over left electrode = 0.8214 V
Drop over film = -2.0535 V
Drop over dead layer = 0.4107 V
Drop over right electrode = 0.8214 V
Sum of drops = 0.0000 V
Unscreened film field = -0.7529 V/nm
Short-circuit/unscreened field = 0.2727
Voltage for zero film field = 2.8235 V
d = 5 nm: E = -0.32269 V/nm, film drop = -1.6134 V
d = 10 nm: E = -0.20535 V/nm, film drop = -2.0535 V
d = 20 nm: E = -0.11889 V/nm, film drop = -2.3777 V
d = 100 nm: E = -0.02721 V/nm, film drop = -2.7215 V
d = 1000 nm: E = -0.00281 V/nm, film drop = -2.8130 V
Contact potential difference U = 0.5 V
Field for +P with this U = -0.1690 V/nm
Field for -P with this U = 0.2417 V/nm
Free-electron Fermi energy = 10.53 eV
Nonlinear drop, depleted electrode = 0.8268 V
Nonlinear drop, accumulated electrode = 0.8162 V
Linear drop at the same D = 0.8214 V
Film field, nonlinear electrodes = -0.2054 V/nm
Relative change of film field = 0.010 %
\end{verbatim}
